\section*{Quantum-Jump Monte Carlo for a Driven Two-Level Atom}

\section{The error that more trajectories do not remove}

Suppose that a quantum-jump simulation places every photon emission at the end of a time step. For the driven atom treated below, with a step of $0.2/\Gamma$, averages over 4096 trajectories miss the excited population at $\Gamma t=8$ by 0.017 (root mean square). Statistical noise alone would give $0.288/\sqrt{4096}=0.0045$. The error is dominated by a bias of $-0.0157$, which combines with the noise in quadrature, and running more trajectories leaves the bias unchanged. An implementer therefore needs two results: a rule for drawing jumps whose average is the master-equation solution, and a formula for the remaining noise, so that bias and noise can be told apart.

\section{Model and conventions}

The atom has a ground state $|g\rangle$ and an excited state $|e\rangle$. A classical monochromatic field of constant amplitude drives it, and it decays at rate $\Gamma$ into an empty, memoryless continuum. The rotating-wave approximation is made, so $\Omega$, $|\Delta|$ and $\Gamma$ must be small compared with the optical frequency. Here $\Delta$ is the laser frequency minus the atomic frequency, and $\Omega$ is the Rabi frequency. With $\hbar=1$, in the frame rotating with the laser,
\begin{align}
H&=-\Delta|e\rangle\langle e|+\frac{\Omega}{2}\bigl(|e\rangle\langle g|+|g\rangle\langle e|\bigr),\qquad C=\sqrt\Gamma\,|g\rangle\langle e|,\\
\dot\rho&=\mathcal L\rho=-i[H,\rho]+C\rho C^\dagger-\tfrac12\bigl(C^\dagger C\rho+\rho C^\dagger C\bigr).
\label{master}
\end{align}
Time is measured in $1/\Gamma$. Hartree units are awkward here: a lifetime of 25 ns corresponds to $\Gamma=9.68\times10^{-10}$ atomic units.

\section{The scheme}

Define the non-Hermitian Hamiltonian and its propagator,
\begin{equation}
H_{\rm eff}=H-\frac i2C^\dagger C,\qquad K(t)=e^{-iH_{\rm eff}t}.
\end{equation}
Let $\phi$ be a normalized state just after a jump, or the initial state. Its squared norm after evolution without a jump is $S(\tau)=\|K(\tau)\phi\|^2$. Differentiation gives
\begin{align}
\frac{dS}{d\tau}
&=\langle K\phi|\bigl(iH_{\rm eff}^\dagger-iH_{\rm eff}\bigr)|K\phi\rangle\nonumber\\
&=\langle K\phi|\bigl(iH-\tfrac12C^\dagger C-iH-\tfrac12C^\dagger C\bigr)|K\phi\rangle\nonumber\\
&=-\|CK(\tau)\phi\|^2\le0 .
\label{survival}
\end{align}
Since $S(0)=1$ and $S$ never increases, it can serve as the probability that no jump has occurred by time $\tau$. Draw $r$ uniformly in $(0,1)$ and let the jump occur when $S(\tau)=r$. The waiting time exceeds $\tau$ when $r<S(\tau)$, which has probability $S(\tau)$, as required. The probability density of the waiting time is $-dS/d\tau=\|CK(\tau)\phi\|^2$.

\begin{verbatim}
for each of N trajectories:
    phi = psi0;  s = 0
    repeat:
        draw r uniformly in (0,1)
        if norm2(K(T-s) phi) >= r:
            u = infinity
        else:
            solve norm2(K(w) phi) = r by bisection
            u = s + w
        for each output time t with s <= t < u:
            store normalize(K(t-s) phi)
        if u = infinity: stop
        phi = normalize(C K(u-s) phi);  s = u
average |psi><psi| at each output time
\end{verbatim}

There is no time step. Apart from rounding, the only numerical error in a trajectory is the bisection tolerance.

A jump represents a photon recorded by an ideal detector that catches every emission. The absence of a jump also carries information: renormalizing $K(\tau)\phi$ updates the state given that no photon has been seen. Unnormalized states without jumps would describe only the part of the ensemble that has not yet emitted.

For one draw, start in $|g\rangle$ with $\Omega=2\Gamma$, $\Delta=0.5\Gamma$ and $r=0.5$. The norm condition gives $\tau=1.664/\Gamma$. The normalized excited population just before the jump is 0.865, so the unnormalized one is $0.5\times0.865=0.433$. The jump sets the population to zero, and a new $r$ is drawn.

\section{Equivalence to the master equation}

Split the generator as $\mathcal L=\mathcal L_0+\mathcal J$, with
\begin{equation}
\mathcal J\rho=C\rho C^\dagger,\qquad
\mathcal L_0\rho=-i\bigl(H_{\rm eff}\rho-\rho H_{\rm eff}^\dagger\bigr).
\end{equation}
Inserting $H_{\rm eff}$ gives $\mathcal L_0\rho=-i[H,\rho]-\frac12C^\dagger C\rho-\frac12\rho C^\dagger C$, so the sum is indeed \eqref{master}. Differentiating $K\rho K^\dagger$ with respect to time gives $\mathcal L_0(K\rho K^\dagger)$, hence
\begin{equation}
e^{\mathcal L_0t}\rho=K(t)\rho K^\dagger(t).
\end{equation}

Consider a record of $n$ jumps at $t_1<\dots<t_n$ before time $t$. Set $t_0=0$, $\phi_0=\psi_0$ and $\tau_j=t_j-t_{j-1}$. The states after the jumps obey
\begin{equation}
CK(\tau_j)\phi_{j-1}=a_j\phi_j,\qquad a_j=\|CK(\tau_j)\phi_{j-1}\|.
\end{equation}
The $j$th waiting time has density $a_j^2$, and the last interval without a jump has probability $\|K(t-t_n)\phi_n\|^2$. The density of the whole record is therefore
\begin{equation}
w=a_1^2\cdots a_n^2\,\|K(t-t_n)\phi_n\|^2 .
\end{equation}
Now apply the same operators without normalizing:
\begin{equation}
\tilde\psi=K(t-t_n)CK(\tau_n)\cdots CK(\tau_1)\psi_0
=a_1\cdots a_n\,K(t-t_n)\phi_n .
\end{equation}
Its squared norm is $w$. The trajectory state is $\psi=\tilde\psi/\sqrt w$, so
\begin{equation}
w|\psi\rangle\langle\psi|=|\tilde\psi\rangle\langle\tilde\psi| .
\end{equation}
The nonlinear normalization has cancelled against the probability of the record.

Summing over $n$ and integrating over the jump times gives the average
\begin{equation}
D(t)=\sum_{n=0}^{\infty}\int_{0<t_1<\dots<t_n<t}\!\!dt_1\cdots dt_n\;
e^{\mathcal L_0(t-t_n)}\mathcal J\cdots\mathcal Je^{\mathcal L_0t_1}\rho_0,
\end{equation}
where $\rho_0=|\psi_0\rangle\langle\psi_0|$. The series converges because $\mathcal J$ is bounded and the ordered time domain has volume $t^n/n!$. Separate the term without jumps and, in all others, call the last jump time $s$. The factors to the right of the last $\mathcal J$ again sum to $D(s)$:
\begin{equation}
D(t)=e^{\mathcal L_0t}\rho_0+\int_0^tds\,e^{\mathcal L_0(t-s)}\mathcal JD(s).
\label{duhamel}
\end{equation}
Differentiate. The upper limit contributes $\mathcal JD(t)$, and the remaining terms contribute $\mathcal L_0D(t)$. Thus $\dot D=(\mathcal L_0+\mathcal J)D=\mathcal LD$ with $D(0)=\rho_0$, which has the unique solution
\begin{equation}
\boxed{\;E\bigl[|\psi(t)\rangle\langle\psi(t)|\bigr]=e^{\mathcal Lt}\rho_0=\rho(t).\;}
\end{equation}
The trace of $\mathcal L\rho$ vanishes, so the record probabilities sum to one. A mixed initial state is handled by first drawing a pure state from one of its decompositions; linearity of $e^{\mathcal Lt}$ does the rest.

The proof also fixes the statistics of the jump number $n$. Multiplying $\mathcal J$ by $e^{i\chi}$ attaches a factor $e^{i\chi n}$ to every record with $n$ jumps. Therefore
\begin{equation}
\sum_nP(n)e^{i\chi n}={\rm Tr}\,e^{(\mathcal L_0+e^{i\chi}\mathcal J)t}\rho_0,
\end{equation}
and a Fourier transform in $\chi$ yields $P(n)$. This is a useful check on code, since it examines the records as well as the averaged state.

\section{Statistical error}

Let $p_i=|\langle e|\psi_i(t)\rangle|^2$ be the excited population in trajectory $i$, and let $\bar p_N$ be the mean over $N$ independent trajectories. Equivalence gives $E[p_i]=\rho_{ee}$. With $\sigma^2=E[(p_i-\rho_{ee})^2]$,
\begin{align}
E[(\bar p_N-\rho_{ee})^2]
&=\frac1{N^2}\sum_{i,j}E[(p_i-\rho_{ee})(p_j-\rho_{ee})]\nonumber\\
&=\frac1{N^2}\,N\sigma^2=\frac{\sigma^2}{N}.
\label{noise}
\end{align}
The terms with $i\ne j$ factor by independence and vanish, because each factor has zero mean. The root-mean-square error is $\sigma/\sqrt N$ for every $N$, and no Gaussian assumption is needed.

The spread $\sigma$ can be calculated without simulation. In \eqref{duhamel}, $\mathcal J\rho(s)=\Gamma\rho_{ee}(s)|g\rangle\langle g|$. With $\tau=t-s$, the time since the last jump,
\begin{equation}
\rho(t)=K(t)\rho_0K^\dagger(t)+\int_0^td\tau\,\Gamma\rho_{ee}(t-\tau)\,K(\tau)|g\rangle\langle g|K^\dagger(\tau).
\label{last}
\end{equation}
The factor $\Gamma\rho_{ee}(t-\tau)$ is the jump rate at the earlier time, and the trace of the operator after it is the survival probability. Let $c_e(\tau)$ be the unnormalized excited amplitude evolved from $|g\rangle$. A trajectory of age $\tau$ has $p=|c_e|^2/S$, and its survival weight is $S$. It therefore contributes $S(|c_e|^2/S)^2=|c_e|^4/S$ to the second moment. For an atom that starts in $|g\rangle$,
\begin{equation}
E[p^2]=\frac{|c_e(t)|^4}{S(t)}+\int_0^td\tau\,\Gamma\rho_{ee}(t-\tau)\frac{|c_e(\tau)|^4}{S(\tau)},
\end{equation}
and $\sigma^2=E[p^2]-\rho_{ee}^2$.

One could instead record a random yes/no outcome with probability $p$ in each trajectory. Its variance is $\rho_{ee}(1-\rho_{ee})$. Since $0\le p\le1$ implies $p^2\le p$, we have $\sigma^2\le\rho_{ee}(1-\rho_{ee})$, so averaging $p$ itself is never noisier. Equality holds for an undriven atom prepared in $|e\rangle$: there $p$ is 1 before the single jump and 0 after it.

\section{Bias of a fixed-step scheme}

A simpler scheme advances by a step $h$. It keeps $K(h)\phi$, normalized, with probability $\|K(h)\phi\|^2$, and otherwise sets the state to $|g\rangle$ at the end of the step. Its average obeys
\begin{equation}
\rho\mapsto K\rho K^\dagger+\bigl(1-{\rm Tr}\,K\rho K^\dagger\bigr)|g\rangle\langle g|,\qquad K=K(h).
\end{equation}
A jump inside the step should have been followed by driving for the rest of the step. That evolution is lost.

The stationary bias follows from counting the steps $k$ since the last jump. An age $k$ is reached from $k-1$ with probability $S(kh)/S((k-1)h)$, so its stationary probability is proportional to $S(kh)$. Let $f=|c_e|^2$, again starting from $|g\rangle$. The population at age $k$ is $f(kh)/S(kh)$, hence
\begin{equation}
\rho_h=\frac{\sum_{k\ge0}f(kh)}{\sum_{k\ge0}S(kh)} .
\end{equation}
For a smooth decaying function $F$, the Euler--Maclaurin formula reads
\begin{equation}
h\sum_{k\ge0}F(kh)=\int_0^\infty F\,d\tau+\frac h2F(0)-\frac{h^2}{12}F'(0)+O(h^4).
\end{equation}
Because $c_e(0)=0$, both $f(0)$ and $f'(0)=2\,{\rm Re}(c_e^*\dot c_e)|_0$ vanish. Equation \eqref{survival} gives $S'=-\Gamma f$, so $S(0)=1$ and $S'(0)=0$. For $\Omega\ne0$, $S$ decays to zero, and integrating $S'$ gives $\int_0^\infty f\,d\tau=1/\Gamma$. The trace of \eqref{last} at late times reads $1=\Gamma\rho_{ss}\int_0^\infty S\,d\tau$, where $\rho_{ss}$ is the true stationary excited population. The integral is the mean waiting time, so
\begin{equation}
\rho_h=\frac{1/\Gamma+O(h^4)}{1/(\Gamma\rho_{ss})+h/2+O(h^4)}
=\frac{\rho_{ss}}{1+\Gamma\rho_{ss}h/2}+O(h^4).
\label{bias}
\end{equation}
The recorded emission is late by $h/2$ on average, to this order, which lengthens the cycle. The expansion requires a step that resolves the motion without jumps, so $h\Omega$ and $h|\Delta|$ must be small as well as $h\Gamma$. If the step is close to a full Rabi period the formula fails completely: for $\Omega=31.4\Gamma$, $\Delta=0.5\Gamma$ and $h=0.2/\Gamma$ the fixed-step population is 0.0006, whereas \eqref{bias} gives 0.476.

If $b$ is the bias and $\sigma_h$ the trajectory spread at the observation time, write the error as $(\bar p_N-E[\bar p_N])+b$. The cross term averages to zero, leaving
\begin{equation}
\text{rms error}=\sqrt{b^2+\sigma_h^2/N}.
\label{floor}
\end{equation}
The noise equals the bias at $N=\sigma_h^2/b^2$. A smaller step pays off somewhat earlier. Take the work proportional to $N/h$ and the bias proportional to $h$. Doubling $N$ then lowers the mean-square error by $\sigma_h^2/(2N)$, while halving $h$ at the same cost lowers it by about $3b^2/4$. The smaller step wins for $N$ above about $2\sigma_h^2/(3b^2)$, roughly 220 in the example below.

\section{Worked example}

Take $\Gamma=1$, $\Omega=2$, $\Delta=0.5$ and an atom initially in $|g\rangle$. The matrix elements of \eqref{master} are
\begin{align}
\dot\rho_{ee}&=-\Gamma\rho_{ee}-\Omega\,{\rm Im}\,\rho_{eg},\\
\dot\rho_{eg}&=(i\Delta-\Gamma/2)\rho_{eg}-\frac{i\Omega}{2}(1-2\rho_{ee}).
\end{align}
In the stationary state the second equation gives
\begin{equation}
{\rm Im}\,\rho_{eg}=-\frac{\Omega\Gamma}{4}\,\frac{1-2\rho_{ee}}{\Delta^2+\Gamma^2/4}.
\end{equation}
Inserting this in the first and collecting $\rho_{ee}$,
\begin{equation}
\rho_{ss}=\frac{\Omega^2/4}{\Delta^2+\Gamma^2/4+\Omega^2/2}
=\frac{1}{0.25+0.25+2}=0.4 .
\end{equation}
Strong driving makes this tend to $1/2$. The mean waiting time from $|g\rangle$ is $1/0.4=2.5$ in units of $1/\Gamma$. For a lifetime of 25 ns the scattering rate $\Gamma\rho_{ss}$ is $1.6\times10^7\ {\rm s}^{-1}$.

A run of 131072 trajectories gives a population of $0.4018\pm0.0008$ at $\Gamma t=8$, against 0.4016 from the master equation. Over four times, and including both parts of the coherence, the largest of twelve deviations is 0.90 standard errors. The predicted probability of three jumps by $\Gamma t=8$ is 0.2586, and the simulated one is 0.2583, with a standard error of 0.0012. Among all jump numbers with probability above $10^{-3}$, the largest deviation is 1.78 standard errors.

At $\Gamma t=8$ the age integral predicts $\sigma=0.2833$; the sample gives 0.2837. Dividing the run into batches of $N$ and comparing each batch mean with the master equation gives these rms errors:
\begin{center}
\begin{tabular}{rccc}
$N$ & waiting time & $\sigma/\sqrt N$ & fixed step $0.2/\Gamma$\\
16 & 0.0719 & 0.0708 & 0.0743\\
64 & 0.0359 & 0.0354 & 0.0391\\
256 & 0.0182 & 0.0177 & 0.0243\\
1024 & 0.0085 & 0.0089 & 0.0185\\
4096 & 0.0052 & 0.0044 & 0.0170
\end{tabular}
\end{center}
A fit of the logarithm of the rms error against $\ln N$, with each squared residual weighted by the number of batches, gives the slope $-0.499$ for the waiting-time column. Its last entry lies 18\% above the prediction. It comes from 32 batches, and for nearly Gaussian batch means an rms from $B$ batches has a relative uncertainty of about $1/\sqrt{2B}$, here 12.5\%. The excess is thus 1.4 standard errors. The largest deviation in the column is the first entry: it lies 1.5\% above the prediction with an uncertainty of 0.8\% from 8192 batches, about 2 standard errors. All rows use the same trajectories, so their deviations are not independent.

The fixed-step column levels off. With $b=-0.0157$ and $\sigma_h=0.288$, equation \eqref{floor} gives 0.0163 at $N=4096$, and noise equals bias near $N=340$. In the stationary state, \eqref{bias} gives $0.4/1.04=0.3846$ for $h=0.2$ and $0.4/1.02=0.3922$ for $h=0.1$, in agreement with iteration of the averaged map.

\section{Cost}

For an rms error of 0.001 at $\Gamma t=8$, equation \eqref{noise} requires $N=(0.2833/0.001)^2\approx8.0\times10^4$. Yes/no outcomes, with standard deviation 0.490, would require $2.4\times10^5$. Halving the error costs four times as many trajectories.

Each jump costs one bisection. Forty halvings of an interval of length $8/\Gamma$ leave a bracket of about $7\times10^{-12}/\Gamma$. Trajectories are independent, so they can be processed as array rows or on separate processors.

For two levels the master equation is far cheaper, since it propagates a single $2\times2$ matrix. The storage advantage appears for $d$ levels, where a state has $d$ amplitudes and a density matrix has $d^2$ elements. Whether total work is also saved depends on the number of trajectories needed and on the cost of each, compared with the cost of propagating the density matrix.

\section{Stability and failure modes}

\paragraph{Root finding.} Starting from $|g\rangle$, the early amplitude is $c_e\simeq-i\Omega\tau/2$. Integrating $S'=-\Gamma|c_e|^2$ gives
\begin{equation}
S\simeq1-\Gamma\Omega^2\tau^3/12 .
\end{equation}
The slope vanishes at $\tau=0$, so a Newton iteration started there divides by zero. Bisection needs only the monotonicity of $S$. The same flat start has a physical meaning: the atom must be re-excited before it can emit again.

\paragraph{Diagonalization.} It is convenient to form $K(\tau)$ from the eigenvectors of $H_{\rm eff}$. With $a=\Delta+i\Gamma/2$, the characteristic equation is $\lambda^2+a\lambda-\Omega^2/4=0$, so
\begin{equation}
\lambda_\pm=\tfrac12\bigl(-a\pm\sqrt{a^2+\Omega^2}\bigr).
\end{equation}
The eigenvalues coincide when $a^2+\Omega^2=0$. The imaginary part of this condition requires $\Delta=0$, and the real part then requires $|\Omega|=\Gamma/2$. There $H_{\rm eff}$ has one eigenvector and the eigenvector matrix cannot be inverted; close by, the inversion is ill-conditioned. A direct matrix exponential avoids the problem.

\paragraph{Weak or absent drive.} If $\Omega=0$, an atom in $|g\rangle$ never jumps and $S$ stays at 1. The comparison of $S(T-s)$ with $r$ must therefore precede the root search, as in the pseudocode.

\paragraph{Random numbers.} Equation \eqref{noise} relies on independence. If every pair of trajectories had correlation coefficient $c$, the double sum would become $N\sigma^2+N(N-1)c\sigma^2$, and the mean-square error would tend to $c\sigma^2$ instead of zero. Reused random streams give a related failure even when the jump times are correct: if $P$ processors each run $M$ trajectories from the same stream, they all return the same mean, and the mean-square error stays at $\sigma^2/M$ however many processors are added.

\paragraph{Physics outside the model.} Thermal radiation with mean photon number $\bar n$ at the atomic frequency adds an upward jump operator $\sqrt{\Gamma\bar n}\,|e\rangle\langle g|$ and raises the downward rate from $\Gamma$ to $\Gamma(\bar n+1)$. Both operators must enter $H_{\rm eff}$ and the choice of jump. A continuum with memory may lead to negative rates in a time-local master equation. The right side of \eqref{survival} can then be positive, $S$ is no longer a survival probability, and this algorithm does not apply.

\section*{Computed results}
\begin{verbatim}
Gamma = 1.0, Omega = 2.0, Delta = 0.5 [Gamma]
stationary excited population = 0.400000
mean waiting time from g = 2.500000 [1/Gamma]
max error of last-jump formula = 6.0e-15
example draw r = 0.50
  waiting time = 1.663689 [1/Gamma]
  excited population before jump = 0.865149
  excited population after jump = 0.000000
number of trajectories = 131072
Gamma*t, master population, trajectory mean, standard error
  1.0  0.446338  0.446501  0.000493
  2.0  0.493668  0.493456  0.000880
  4.0  0.403028  0.403692  0.000741
  8.0  0.401576  0.401829  0.000784
largest deviation, 12 averages = 0.90 standard errors
jumps by Gamma*t = 8: count, predicted, simulated probability
  0  0.03519  0.03428
  1  0.12000  0.11923
  2  0.19823  0.19992
  3  0.25856  0.25834
  4  0.19412  0.19463
  5  0.12794  0.12839
  6  0.05258  0.05182
largest count deviation = 1.78 standard errors
predicted sigma at Gamma*t = 8: 0.283280
simulated sigma at Gamma*t = 8: 0.283672
sigma of yes/no outcomes = 0.490217
N, batches, measured rms error, sigma/sqrt(N)
  16  8192  0.071900  0.070820
  64  2048  0.035880  0.035410
  256  512  0.018183  0.017705
  1024  128  0.008532  0.008852
  4096  32  0.005217  0.004426
fitted log-log slope = -0.4989
N for rms error 0.001 = 80248
fixed step 0.2 [1/Gamma]: stationary pop. = 0.384613
fixed step 0.1 [1/Gamma]: stationary pop. = 0.392157
bias at Gamma*t = 8, step 0.2 [1/Gamma]: -0.015668
fixed-step sigma = 0.287949
fixed step: N, measured rms error, bias-plus-noise law
  16  0.074311  0.073673
  64  0.039127  0.039256
  256  0.024307  0.023862
  1024  0.018541  0.018068
  4096  0.017049  0.016301
model lifetime = 25.0 ns
Gamma = 9.6755e-10 Hartree atomic units
stationary scattering rate = 0.4000 [Gamma]
stationary scattering rate = 1.6000e+07 s^-1
\end{verbatim}
